# Randles Impedance: Warburg Diffusion in Half-Spaces, Transmissive and Blocking Layers

A metal electrode stands in a solution that holds both partners of a redox couple. A small alternating voltage is applied and the current is recorded. At high frequency the interface resembles a resistor in parallel with a capacitor. At low frequency the plot of $-\mathrm{Im}\,Z$ against $\mathrm{Re}\,Z$ turns into a line rising at 45 degrees, which neither element can produce. If the solution layer is thin, the line ends: it bends down to the real axis or turns upward. What sets the line, where does it start, and what decides how it ends?

## 1. The simplest case: one diffusing species, fast reaction

Take the reaction $\mathrm R\rightleftharpoons \mathrm O+e^-$ at a flat electrode at $x=0$, with solution at $x>0$. The current density $j$ is positive when R is oxidized, so positive $j$ flows from electrode to solution. Small oscillating quantities carry the factor $e^{i\omega t}$; a capacitor then has impedance $1/(i\omega C)$. Every impedance below refers to unit area.

For now let the activity of R be fixed, and let electron transfer be so fast that the surface stays in Nernst equilibrium. If $c_O$ is the bulk number density of O and $\eta$ the departure of the potential from equilibrium, then

$$\eta=\frac{k_BT}{e}\ln\frac{c_O+\delta c(0)}{c_O}\simeq\frac{k_BT}{e}\frac{\delta c(0)}{c_O}.$$

The second form requires $e|\eta|\ll k_BT$. Excess supporting electrolyte removes migration, and there is no convection, so O moves by diffusion alone:

$$i\omega\,\delta c=D\,\delta c'' .$$

The solutions are $e^{\pm\kappa x}$ with $\kappa=\sqrt{i\omega/D}$. We take the root with positive real part. In a half-space the perturbation must vanish far away, which leaves $\delta c=\delta c(0)e^{-\kappa x}$. Each electron transferred releases one O into the solution, so

$$\frac{j}{e}=-D\,\delta c'(0)=D\kappa\,\delta c(0)=\sqrt{i\omega D}\,\delta c(0).$$

Dividing $\eta$ by $j$ gives

$$Z=\frac{k_BT}{e^2c_O\sqrt{i\omega D}} .$$

Since $\sqrt i=e^{i\pi/4}=(1+i)/\sqrt2$, we have $1/\sqrt i=(1-i)/\sqrt2$. The real part and minus the imaginary part are therefore equal at every frequency of this model: the phase is $-45^\circ$.

The exact angle comes from the square root of $i$; an estimate shows why the two parts stay comparable at every frequency. In one cycle diffusion reaches a depth $\ell\sim\sqrt{D/\omega}$. A layer of that depth has diffusion resistance of order $k_BT\ell/(e^2c_OD)$ and storage capacitance of order $e^2c_O\ell/(k_BT)$. The capacitor's reactance is of order $k_BT/(e^2c_O\ell\omega)$. Its ratio to the resistance is $D/(\omega\ell^2)\sim1$. Because the depth adjusts to the frequency, neither transport nor storage wins.

## 2. Both species and a finite reaction rate

Now let O and R both diffuse, with bulk densities $c_O,c_R$ and coefficients $D_O,D_R$. Let the rate follow first-order Butler–Volmer kinetics without adsorption:

$$j=ek_0\left[c_R(0)e^{\alpha\varphi}-c_O(0)e^{-(1-\alpha)\varphi}\right].$$

Here $k_0$ is the rate constant, $\alpha$ the anodic transfer coefficient, and $\varphi$ the potential measured from the formal potential in units of $k_BT/e$. With bulk densities at the surface, $j=0$ requires $e^{\varphi_{eq}}=c_O/c_R$. Each of the two opposing currents then equals

$$j_0=ek_0c_R\left(\frac{c_O}{c_R}\right)^{\alpha}=ek_0c_R^{1-\alpha}c_O^{\alpha}.$$

Write $\varphi=\varphi_{eq}+e\eta/k_BT$ and factor out $j_0$:

$$j=j_0\left[\frac{c_R(0)}{c_R}e^{\alpha e\eta/k_BT}-\frac{c_O(0)}{c_O}e^{-(1-\alpha)e\eta/k_BT}\right].$$

To first order the exponentials contribute $[\alpha+(1-\alpha)]e\eta/k_BT$, so the explicit $\alpha$ cancels and survives only inside $j_0$:

$$j=j_0\left[\frac{e\eta}{k_BT}+\frac{\delta c_R(0)}{c_R}-\frac{\delta c_O(0)}{c_O}\right].$$

Oxidation produces O and consumes R. The fluxes into the solution are $+j/e$ and $-j/e$, and the diffusion solution of section 1 gives

$$\delta c_O(0)=\frac{j}{e\sqrt{i\omega D_O}},\qquad \delta c_R(0)=-\frac{j}{e\sqrt{i\omega D_R}} .$$

The opposite signs of the fluxes meet the opposite signs in the rate law, so both species oppose the current. Solving for $\eta/j$,

$$Z_F=R_{ct}+Z_W,\qquad R_{ct}=\frac{k_BT}{ej_0},$$

$$Z_W=\frac{\sigma(1-i)}{\sqrt\omega},\qquad \sigma=\frac{k_BT}{\sqrt2\,e^2}\left[\frac1{c_O\sqrt{D_O}}+\frac1{c_R\sqrt{D_R}}\right].$$

$Z_W$ is the Warburg element. Two limits recover section 1: $k_0\to\infty$ removes $R_{ct}$, and $c_R\to\infty$ removes the contribution of R. The result holds about equilibrium; a steady current would change the surface densities about which we linearize.

**Numbers.** Take a model couple at 298.15 K with $c_O=4$ and $c_R=6$ mmol/L, $D_O=1.0\times10^{-5}$ and $D_R=0.6\times10^{-5}$ cm²/s, $k_0=0.01$ cm/s and $\alpha=0.4$. Then $j_0=4.922$ mA/cm², and

$$R_{ct}=\frac{25.693\ \mathrm{mV}}{4.922\ \mathrm{mA/cm^2}}=5.22\ \Omega\,\mathrm{cm^2}.$$

The Warburg coefficient is $\sigma=27.70\ \Omega\,\mathrm{cm^2\,s^{-1/2}}$. No Coulomb-law factor enters, so the formulas read the same in Gaussian units, where $\sigma=3.08\times10^{-11}$ cm s$^{1/2}$. The two parts of $Z_F$ are comparable when $\sigma/\sqrt\omega=R_{ct}$, at $\omega=(\sigma/R_{ct})^2=28$ rad/s.

## 3. The complete circuit

The interface also charges its double layer. If that layer is thin compared with $\sqrt{D/\omega}$, and its charging current simply adds to the faradaic current, a constant capacitance $C$ lies in parallel with $Z_F$. The solution adds a series resistance $R_s$. This is the Randles impedance:

$$Z=R_s+\frac{1}{i\omega C+1/Z_F}=R_s+\frac{Z_F}{1+i\omega CZ_F}.$$

**High-frequency test.** Without diffusion, set $y=\omega R_{ct}C$. Then $Z-R_s=R_{ct}/(1+iy)$, a semicircle of diameter $R_{ct}$ whose top, of height $R_{ct}/2$, lies at $y=1$. With $R_s=2\ \Omega\,\mathrm{cm^2}$ and $C=20\ \mu$F/cm², the top should be at 9579 rad/s with height $2.61\ \Omega\,\mathrm{cm^2}$. The full circuit has it at 8218 rad/s, with height $2.77\ \Omega\,\mathrm{cm^2}$.

Diffusion accounts for the shift. To first order in $Z_W$ it adds $Z_W/(1+iy)^2$. Let $w$ be $\sigma/\sqrt\omega$ at $y=1$, here $27.70/\sqrt{9579}=0.283\ \Omega\,\mathrm{cm^2}$. Multiplying out,

$$-\mathrm{Im}\,(Z-R_s)\simeq\frac{R_{ct}y}{1+y^2}+\frac{w}{\sqrt y}\,\frac{1+2y-y^2}{(1+y^2)^2}.$$

At $y=1$ the second term is $w/2=0.14$, so the height becomes $2.75$. Its derivative there is $-5w/4$, while the second derivative of the first term is $-R_{ct}/2$. The maximum therefore moves by $\delta y=-5w/(2R_{ct})=-0.136$, to about 8280 rad/s. Both first-order estimates lie close to the full result.

**Low-frequency test.** Now $Z_W$ grows, but $\omega CZ_F$ is of order $\sqrt\omega$ and still tends to zero. Expand the fraction:

$$Z-R_s=Z_F-i\omega CZ_F^2-\omega^2C^2Z_F^3+\dots$$

Put $Z_F=R_{ct}+Z_W$ and collect powers of $\omega$. Because $(1-i)^2=-2i$, the second term contains

$$-i\omega C\,Z_W^2=-i\omega C\left(-\frac{2i\sigma^2}{\omega}\right)=-2\sigma^2C,$$

which is real and independent of frequency. At order $\sqrt\omega$ there are two contributions. Using $i(1-i)=1+i$ and $(1-i)^3=-2(1+i)$, they are

$$-2i\omega CR_{ct}Z_W=-2CR_{ct}\sigma(1+i)\sqrt\omega,$$
$$-\omega^2C^2Z_W^3=2C^2\sigma^3(1+i)\sqrt\omega .$$

Their sum is $B(1+i)\sqrt\omega$ with $B=2C\sigma(\sigma^2C-R_{ct})$. Hence, up to terms of order $\omega$,

$$\mathrm{Re}\,Z=R_s+R_{ct}-2\sigma^2C+\frac{\sigma}{\sqrt\omega}+B\sqrt\omega,$$
$$-\mathrm{Im}\,Z=\frac{\sigma}{\sqrt\omega}-B\sqrt\omega .$$

As $\omega\to0$ the curve approaches a line of slope one that meets the real axis at $R_s+R_{ct}-2\sigma^2C$. Here $2\sigma^2C=0.031\ \Omega\,\mathrm{cm^2}$, and the intercept is $2+5.220-0.031=7.189\ \Omega\,\mathrm{cm^2}$. A test at $10^{-6}$ rad/s confirms that the constant shift sits in the real part and that the imaginary part has none.

How low must the frequency be? Differentiate both parts with respect to $\omega$ and divide:

$$\frac{d(-\mathrm{Im}\,Z)}{d(\mathrm{Re}\,Z)}\simeq\frac{\sigma+B\omega}{\sigma-B\omega}\simeq1+4\omega C(\sigma^2C-R_{ct}).$$

When $\sigma^2C\ll R_{ct}$, as here, this term is small if $4\omega R_{ct}C\ll1$. That is necessary but not sufficient, because the next term can be larger. At 10 rad/s the correction is $-0.0042$. The next one comes mainly from $-i\omega CR_{ct}^2$ in the expansion and equals $-2CR_{ct}^2\omega^{3/2}/\sigma=-0.0012$. Together they give $0.9946$, the slope found from the full circuit. The second correction overtakes the first above $\omega=(2\sigma/R_{ct})^2$, here 113 rad/s and much lower for slower kinetics, so the line also requires $2CR_{ct}^2\omega^{3/2}/\sigma\ll1$. At 100 rad/s the two corrections are $-0.042$ and $-0.039$, and the slope is $0.92$. At 1000 rad/s it is $-0.18$: that point still lies on the falling side of the charge-transfer arc.

The slope of the curve and the phase of $Z$ are different quantities. At 1 rad/s the slope is $0.9995$, yet the phase of $Z$ is $-38.5^\circ$, because $R_s$ and $R_{ct}$ displace the line from the origin. The diffusion part alone has phase $-45^\circ$.

## 4. A layer of finite thickness

Let the solution layer end at $x=L$. The diffusion equation is unchanged, but the solution $e^{+\kappa x}$ can no longer be discarded. Two outer boundaries matter.

**Transmissive boundary.** If the density is held at its bulk value at $x=L$, then $\delta c(L)=0$ and $\delta c=A\sinh[\kappa(L-x)]$. The flux into the solution at the electrode is $-D\,\delta c'(0)=D\kappa A\cosh(\kappa L)$. Therefore

$$\frac{\delta c(0)}{\text{flux}}=\frac{\tanh(\kappa L)}{D\kappa}=\frac{\tanh(\kappa L)}{\sqrt{i\omega D}} .$$

**Blocking boundary.** If nothing passes $x=L$, then $\delta c'(L)=0$ and $\delta c=A\cosh[\kappa(L-x)]$. The flux is $D\kappa A\sinh(\kappa L)$, so

$$\frac{\delta c(0)}{\text{flux}}=\frac{\coth(\kappa L)}{\sqrt{i\omega D}} .$$

The linearized rate law uses only these ratios, so each half-space ratio is simply replaced. For species $k$ define $s_k=L\sqrt{i\omega/D_k}$, the diffusion time $\tau_k=L^2/D_k$ and the resistance $R_k=k_BTL/(e^2c_kD_k)$. With $\sqrt{i\omega D_k}=D_ks_k/L$, the diffusion impedance that replaces $Z_W$ is

$$Z_D^{\rm trans}=\sum_{k=O,R}R_k\frac{\tanh s_k}{s_k},\qquad
Z_D^{\rm block}=\sum_{k=O,R}R_k\frac{\coth s_k}{s_k}.$$

For $L=20\ \mu$m the model couple has $\tau_O=0.400$ s, $\tau_R=0.667$ s, $R_O=13.31$ and $R_R=14.79\ \Omega\,\mathrm{cm^2}$. These also recover the Warburg coefficient. At high frequency each term becomes $R_k/\sqrt{i\omega\tau_k}$, so

$$\sigma=\sum_k\frac{R_k}{\sqrt{2\tau_k}}=14.89+12.81=27.70\ \Omega\,\mathrm{cm^2\,s^{-1/2}}.$$

## 5. High-frequency limit: the wall is not yet felt

Set $u=\omega L^2/D$, so that $s=\sqrt{iu}=(1+i)\sqrt{u/2}$. For large $u$,

$$\tanh s\simeq1-2e^{-2s},\qquad \coth s\simeq1+2e^{-2s},$$

and the magnitude of either correction is $2e^{-\sqrt{2u}}$. At $u=30$ this is $8.7\times10^{-4}$. The diffusion impedance $Z_D$ of either layer therefore starts on the Warburg line and leaves it when $u$ is no longer large. The full circuit shows that line only at frequencies where the slope of section 3 is also close to one. For $L=20\ \mu$m the window is narrow: $u=30$ for O means 75 rad/s, where the two corrections of section 3 already lower the slope to about $0.94$. The full impedances $Z$ in $\Omega\,\mathrm{cm^2}$ show the separation:

| $\omega$ (rad/s) | Half-space | Transmissive | Blocking |
|---|---|---|---|
| 100 | $9.90-2.88i$ | $9.90-2.88i$ | $9.90-2.88i$ |
| 10 | $15.93-8.78i$ | $16.75-9.44i$ | $15.20-8.15i$ |
| 1 | $34.88-27.70i$ | $34.23-4.82i$ | $16.54-55.75i$ |

The row at 10 rad/s looks reversed: the layer with an open outer boundary has the larger impedance. The sign follows from the phase of the correction, $e^{-2s}=e^{-\sqrt{2u}}e^{-i\sqrt{2u}}$. At 10 rad/s, $u$ is 4.0 for O and 6.7 for R, so the phase lags are 2.8 and 3.7 rad, both near $\pi$. The real part of $e^{-2s}$ is negative, and since $\tanh s=(1-e^{-2s})/(1+e^{-2s})$, this raises $|\tanh s|$ above one and lowers $|\coth s|$ below it. The concentration wave returning from the wall has the opposite sign to the one it would have in a slow cycle.

## 6. Low-frequency limit: transmissive layer

For small $s$, $\tanh s/s=1-s^2/3+\dots$ with $s^2=i\omega\tau_k$, so

$$Z_D^{\rm trans}\simeq\sum_kR_k\left(1-\frac{i\omega\tau_k}{3}\right).$$

The curve ends on the real axis. The steady state confirms the limit: a linear profile carries the flux $D_k\delta c_k(0)/L$, which gives the resistance $R_k$ directly. For the model couple,

$$Z(0)=2+5.22+13.31+14.79=35.3\ \Omega\,\mathrm{cm^2}.$$

Between the Warburg line and this end point, $-\mathrm{Im}\,Z_D$ passes through a maximum. For one species, a numerical search puts it at $\omega L^2/D=2.541$, with height $0.417R_k$. For O alone that means $2.541/0.400=6.4$ rad/s, and for R alone $2.541/0.667=3.8$ rad/s. With two different diffusion times the maximum of the sum need not obey either value, so reading one $L^2/D$ from the peak presumes that one species dominates or that both times are equal.

## 7. Low-frequency limit: blocking layer

Expanding numerator and denominator,

$$\frac{\coth s}{s}=\frac{1+s^2/2+\dots}{s^2(1+s^2/6+\dots)}=\frac1{s^2}+\frac13+\dots$$

Each species therefore acts as a resistance $R_k/3$ in series with a capacitance $C_k$:

$$Z_D^{\rm block}\simeq\sum_k\left(\frac{R_k}{3}+\frac1{i\omega C_k}\right),\qquad C_k=\frac{\tau_k}{R_k}=\frac{e^2c_kL}{k_BT}.$$

The curve rises almost vertically because the layer fills and empties as a whole. The two capacitances are in series:

$$C_L=\frac{C_OC_R}{C_O+C_R}=\frac{e^2L}{k_BT}\,\frac{c_Oc_R}{c_O+c_R}.$$

Thermodynamics provides a second route. In a closed layer $c_t=c_O+c_R$ is fixed, and the Nernst equation gives $c_O=c_t\rho/(1+\rho)$ with $\rho=e^{\varphi}$. The charge passed is $eLc_O$ plus a constant. Its derivative with respect to potential is

$$\frac{e^2L}{k_BT}\,\frac{c_t\rho}{(1+\rho)^2}=\frac{e^2L}{k_BT}\,\frac{c_Oc_R}{c_t},$$

which is $C_L$. Numerically $C_O=0.400/13.31=30.0$ and $C_R=0.667/14.79=45.1$ mF/cm², so $C_L=18.0$ mF/cm², about 900 times the double-layer value.

The double layer still leaves a small trace in the real part. Put $R_F=R_{ct}+\sum_kR_k/3$. The parallel combination is

$$\frac1{i\omega C+\dfrac{i\omega C_L}{1+i\omega R_FC_L}}\simeq\frac1{i\omega(C+C_L)}+R_F\left(\frac{C_L}{C_L+C}\right)^2 .$$

This follows from $1/(1+i\omega R_FC_L)\simeq1-i\omega R_FC_L$ in the denominator, then expanding once more. Here $R_F=5.22+28.11/3=14.59\ \Omega\,\mathrm{cm^2}$ and the squared ratio is $0.9978$. The real part tends to $2+14.56=16.56\ \Omega\,\mathrm{cm^2}$, the value the table has nearly reached at 1 rad/s.

## 8. Testing the whole chain, and where it fails

The derivation linearized the rate law, solved for diffusion and combined circuit elements. An independent test discretizes the nonlinear rate law, both diffusion equations and the charging equation in space, then finds the small-signal response numerically. The half-space is represented by a layer 1 cm thick. At eight logarithmically spaced frequencies from 0.05 to $10^4$ rad/s, the largest deviation relative to the derived $Z$ is $1.5\times10^{-4}$ for the half-space and below $10^{-4}$ for the two layers.

The small-amplitude condition can be tested in time. For the transmissive layer at 1 Hz, the linear result is $20.81-11.12i\ \Omega\,\mathrm{cm^2}$. Driving the nonlinear equations with a 1 mV amplitude reproduces it within $5\times10^{-4}$ of its magnitude. At 50 mV, nearly twice $k_BT/e$, the fundamental component gives $23.3-12.9i\ \Omega\,\mathrm{cm^2}$, a deviation of 13 percent of the magnitude of the linear result. An impedance can still be computed from such a record, but it is no longer the quantity derived here.

These tests share the physical assumptions of the model. They do not cover migration, convection, adsorption, rough electrodes or a double layer whose charging is coupled to the reaction. Within the model, the outer boundary decides how the 45 degree line ends: a reservoir gives a finite resistance, and a wall gives a capacitance. The remaining values are in the numerical output.

## Computed values

```
temperature = 298.15 K; kT/e = 25.693 mV
c_O, c_R = 4.0, 6.0 mmol/L
c_O, c_R = 2.4089e+18, 3.6133e+18 cm^-3
D_O, D_R = 1.0e-05, 6.0e-06 cm^2/s
k0 = 0.010 cm/s; alpha = 0.4
Rs = 2.0 ohm cm^2; C = 20 uF/cm^2
layer thickness L = 20 um
exchange current density j0 = 4.9224 mA/cm^2
Rct = 5.2195 ohm cm^2
Warburg coefficient sigma = 27.6974 ohm cm^2 s^-1/2
sigma in Gaussian units = 3.0818e-11 cm s^1/2
1/(Rct C) = 9579.4 rad/s
arc maximum at omega = 8217.8 rad/s
-Im Z at arc maximum = 2.7693 ohm cm^2
(sigma/Rct)^2 = 28.159 rad/s
2 sigma^2 C = 0.03069 ohm cm^2
45-degree line intercept = 7.1888 ohm cm^2
at omega=1e-6 rad/s: real remainder = -0.03069 ohm cm^2
at omega=1e-6 rad/s: imag remainder = 0.000006 ohm cm^2
model phase of Z_D at 1 rad/s = -45.000 deg
phase of total Z at 1 rad/s = -38.46 deg
Nyquist slope at 1 rad/s = 0.9995
Nyquist slope at 10 rad/s = 0.9946
Nyquist slope at 100 rad/s = 0.9208
Nyquist slope at 1000 rad/s = -0.1820
L^2/D: O 0.4000 s, R 0.6667 s
layer resistances: O 13.314, R 14.794 ohm cm^2
transmissive dc limit of Z: formula 35.327 ohm cm^2
transmissive dc limit of Z: model 35.327 ohm cm^2
blocking C_L: formula 18.0258 mF/cm^2
blocking C_L: Nernst derivative 18.0258 mF/cm^2
blocking low-freq Re Z: formula 16.5565 ohm cm^2
blocking Re Z at 0.05 rad/s: model 16.5558 ohm cm^2
single-species tanh peak: omega L^2/D = 2.5406
single-species tanh peak: -Im Z_D/R_D = 0.4172
2 exp(-sqrt(2u)) at u = 30: 8.650e-04
Z in ohm cm^2: half-space | transmissive | blocking
omega = 10000 rad/s: 4.367-2.728i | 4.367-2.728i | 4.367-2.728i
omega = 1000 rad/s: 7.804-1.556i | 7.804-1.556i | 7.804-1.556i
omega = 100 rad/s: 9.899-2.880i | 9.900-2.880i | 9.899-2.880i
omega = 10 rad/s: 15.929-8.782i | 16.751-9.443i | 15.195-8.151i
omega = 1 rad/s: 34.880-27.704i | 34.227-4.818i | 16.538-55.754i
omega = 0.1 rad/s: 94.774-87.589i | 35.316-0.508i | 16.556-554.179i
largest relative model deviation, half-space: 1.5e-04
largest relative model deviation, transmissive: 5.7e-05
largest relative model deviation, blocking: 4.0e-05
time run at 1 Hz, linear Z = 20.8127-11.1178j ohm cm^2
time run, 1 mV: Z = 20.8026-11.1142j ohm cm^2, deviation 4.5e-04
time run, 50 mV: Z = 23.3041-12.8814j ohm cm^2, deviation 0.129
```
